# Effective permittivity of a porous dielectric: the differential scheme and its neighbours

**Question.** An insulating film consists of a solid of relative permittivity $k_m=4$ with spherical air pores, $k_i=1$, that fill a fraction $p=0.5$ of its volume. Both phases are isotropic, linear and lossless, and the pores are so small that electrostatics applies. The effective permittivity $k$ is defined by $\langle D\rangle=\varepsilon_0 k\langle E\rangle$, where the brackets are volume averages. All permittivities below are relative and therefore free of units.

## (a) One sphere and a dilute mixture

*Find the field inside a sphere of permittivity $k_i$ in a uniform medium $k$. Deduce the change of permittivity when a small volume fraction $\delta$ of the medium is replaced by such spheres.*

**Answer.** Let the field far away be $E_0$ along the polar axis and the sphere radius be $a$. The solutions of Laplace's equation with the required symmetry are

$$\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad \phi_{\rm out}=-E_0\,r\cos\theta+\frac{B\cos\theta}{r^2}.$$

Continuity of the potential at $r=a$ gives $B=(E_0-E_{\rm in})a^3$. The radial field outside is $-\partial_r\phi_{\rm out}=(E_0+2B/r^3)\cos\theta$, so continuity of the normal displacement requires

$$k_iE_{\rm in}=k\left(E_0+\frac{2B}{a^3}\right)=k(3E_0-2E_{\rm in})
\quad\Rightarrow\quad E_{\rm in}=\frac{3k}{k_i+2k}E_0 .$$

For later use,

$$\frac{B}{a^3}=E_0-E_{\rm in}=\frac{k_i-k}{k_i+2k}E_0 .$$

In the mixture, $D-\varepsilon_0kE$ vanishes outside the spheres and equals $\varepsilon_0(k_i-k)E_{\rm in}$ inside them. Its volume average is therefore $\delta\,\varepsilon_0(k_i-k)E_{\rm in}$. To first order in $\delta$ the mean field may be set equal to $E_0$, and

$$\Delta k=\delta\,\frac{3k(k_i-k)}{k_i+2k}.$$

An air pore lowers $k$, although the field inside it exceeds the applied field.

## (b) The differential equation and its integral

*Pores are added in infinitesimal generations, each much larger than those already present. Derive and integrate the equation for $k(p)$, and examine its limits.*

**Answer.** The separation of sizes allows each new pore to see the existing composite as a uniform medium $k$, so part (a) applies at every stage.

The fraction $\delta$ is not the increase of porosity. The composite that is removed already contains air, in the proportion $p$. At fixed total volume the air fraction changes from $p$ to $p-p\delta+\delta$, so

$$dp=(1-p)\,\delta .$$

With $k_i=1$, part (a) becomes

$$\frac{dk}{dp}=-\frac{1}{1-p}\,\frac{3k(k-1)}{1+2k}.$$

Separating the variables gives

$$\frac{1+2k}{3k(k-1)}\,dk=-\frac{dp}{1-p}.$$

Write the left-hand fraction as $A/(k-1)+C/k$. Then $1+2k=3[Ak+C(k-1)]$. Setting $k=1$ gives $A=1$, and setting $k=0$ gives $C=-1/3$. Integration from the pore-free solid, $k=k_m$ at $p=0$, yields

$$\ln\frac{k-1}{k_m-1}-\frac13\ln\frac{k}{k_m}=\ln(1-p),$$

or

$$\boxed{\frac{k-1}{k_m-1}\left(\frac{k_m}{k}\right)^{1/3}=1-p.}$$

For small $p$ the differential equation gives $k\simeq k_m-3pk_m(k_m-1)/(1+2k_m)$, which is $4-4p$ for $k_m=4$. As $p\to1$, $k\to1$, and the law reduces to $k-1\simeq(1-p)(k_m-1)/k_m^{1/3}$.

A third limit is $k_m\to\infty$ at fixed $p<1$. Then $k$ is also large, $k-1\simeq k$ and $k_m-1\simeq k_m$, so $(k/k_m)^{2/3}=1-p$ and $k=k_m(1-p)^{3/2}$. The effective value stays proportional to $k_m$ at any porosity below one: in this construction the solid remains connected.

## (c) The value at half porosity

*Solve the law for $k_m=4$, $p=0.5$ in closed form.*

**Answer.** Put $y=k^{1/3}$. The law becomes

$$y^3-1=cy,\qquad c=\frac{(1-p)(k_m-1)}{k_m^{1/3}}=\frac{1.5}{4^{1/3}}=0.94494 .$$

The function $y^3-cy-1$ starts at $-1$ for $y=0$, first falls and then rises without limit, so it has one positive zero. To find it, set $y=u+v$. Since $y^3=u^3+v^3+3uv\,y$, the equation is satisfied if

$$3uv=c,\qquad u^3+v^3=1 .$$

Hence $u^3$ and $v^3$ have sum 1 and product $(c/3)^3$. Because $c/3=0.5/4^{1/3}$, this product is $0.125/4=1/32$. The two numbers are the roots of $t^2-t+1/32=0$:

$$t=\frac12\pm\sqrt{\frac14-\frac1{32}}=\frac12\pm\frac{\sqrt{14}}8 .$$

Therefore

$$k=\left[\left(\frac12+\frac{\sqrt{14}}8\right)^{1/3}+\left(\frac12-\frac{\sqrt{14}}8\right)^{1/3}\right]^3=(1.30756)^3=2.2356\simeq2.24 .$$

As a check of the arithmetic, $1+cy=1+0.94494\times1.30756=2.2356$.

## (d) Maxwell Garnett

*Build the film instead from coated spheres of all sizes, each with an air core of volume fraction $p$ and a solid shell. Find $k$.*

**Answer.** Choose $k$ so that one coated sphere, placed in a uniform medium $k$, leaves the field outside it undisturbed. Such spheres can replace the medium one after another until they fill space, without changing the effective permittivity.

Let the outer radius be $R$, so $a^3/R^3=p$. In the shell the potential is $-E_sr\cos\theta+B\cos\theta/r^2$. The conditions at the core are those of part (a) with $k\to k_m$ and $E_0\to E_s$, so

$$B=\beta E_sa^3,\qquad \beta=\frac{1-k_m}{1+2k_m}.$$

At $r=R$ this must join a uniform outer field $E$. The potential and the normal displacement give, respectively,

$$E=E_s(1-p\beta),\qquad kE=k_mE_s(1+2p\beta).$$

Dividing the second by the first,

$$k=k_m\frac{1+2p\beta}{1-p\beta}.$$

Here $\beta=-1/3$, and

$$k=4\,\frac{1-1/3}{1+1/6}=\frac{16}{7}=2.2857\simeq2.29 .$$

## (e) Symmetric Bruggeman

*Now treat air and solid alike, as spherical grains that each see the unknown medium $k$. Find $k$.*

**Answer.** The definition of $k$ means that $D-\varepsilon_0kE$ averages to zero. With the inside fields from part (a), and after division by $3k$,

$$p\,\frac{1-k}{1+2k}+(1-p)\frac{k_m-k}{k_m+2k}=0 .$$

For $p=0.5$ and $k_m=4$, multiplication by both denominators gives

$$(1-k)(4+2k)+(4-k)(1+2k)=0 .$$

The products are $4-2k-2k^2$ and $4+7k-2k^2$. Their sum gives $4k^2-5k-8=0$, whose positive root is

$$k=\frac{5+\sqrt{153}}8=2.1712\simeq2.17 .$$

The differential value thus lies between the other two.

## (f) Is the order accidental?

*Determine the order of the three results for any $k_m>1$ and $0<p<1$. Relate it to the assumed structures.*

**Answer.** Solve each law for the solid fraction $s=1-p$ needed to reach a given $k$, with $1<k<k_m$, and let $x=k_m/k>1$.

For Bruggeman, set $P=(k-1)/(1+2k)$ and $Q=(k_m-k)/(k_m+2k)$. The condition $(1-s)P=sQ$ gives $s=P/(P+Q)$. Over the common denominator, the numerator of $P+Q$ is

$$(k-1)(k_m+2k)+(k_m-k)(1+2k)=3k(k_m-1).$$

Therefore

$$s_{\rm B}=\frac{k-1}{k_m-1}\,\frac{k_m+2k}{3k}=\frac{k-1}{k_m-1}\,\frac{x+1+1}{3}.$$

For Maxwell Garnett, part (d) rearranges to $p\beta=(k-k_m)/(k+2k_m)$, so

$$s_{\rm MG}=1-\frac{(k_m-k)(1+2k_m)}{(k+2k_m)(k_m-1)}=\frac{3k_m(k-1)}{(k+2k_m)(k_m-1)}=\frac{k-1}{k_m-1}\,\frac{3}{x^{-1}+1+1}.$$

The differential law is

$$s_{\rm D}=\frac{k-1}{k_m-1}\,x^{1/3}.$$

The last factors are the arithmetic, harmonic and geometric means of the three numbers $x,1,1$. Since $x\neq1$, these means are strictly ordered, and $s_{\rm B}>s_{\rm D}>s_{\rm MG}$ at equal $k$. Both $s_{\rm D}$ and $s_{\rm MG}$ increase with $k$, because $(k-1)k^{-1/3}=k^{2/3}-k^{-1/3}$ and $(k-1)/(k+2k_m)$ do. A scheme that needs less solid for a given $k$ therefore has a larger $k$ for a given amount of solid:

$$k_{\rm B}<k_{\rm D}<k_{\rm MG}.$$

The upper two schemes are linked by a construction. Apply the coated-sphere formula in $N$ generations, using the current $k$ as the next host and replacing the same fraction $\delta=1-(1-p)^{1/N}$ each time. The solid fraction is multiplied by $1-\delta$ per generation and ends at $1-p$. One generation is Maxwell Garnett. At $p=0.5$, a numerical solution of the radial field problem gives

| $N$ | $k$ |
|---:|---:|
| 1 | 2.2857 |
| 2 | 2.2625 |
| 4 | 2.2495 |
| 8 | 2.2427 |
| 64 | 2.2365 |

The excess over 2.2356 roughly halves when $N$ doubles. This is expected: each step differs from the infinitesimal rule by a term of order $\delta^2\sim1/N^2$, and there are $N$ steps.

The lower scheme differs in the connection of the solid. Let $k_m\to\infty$ with $k/k_m=z$ finite. Bruggeman's condition becomes $-p/2+(1-p)(1-z)/(1+2z)=0$, hence $z=1-3p/2$, which vanishes at $p=2/3$. At $p=0.5$ this limit gives $z=0.25$, against $(1/2)^{3/2}=0.354$ for the differential scheme and $(1-p)/(1+p/2)=0.4$ for Maxwell Garnett. With $k_m=4$ the contrast is modest and the three values differ by about 5 percent in all. They describe different structures or closures, and their spread is not an error bar for one structure.

## (g) A film between two metal lines

*Use the differential value for a film 20 nm wide between metal lines, with largest pores 2 nm in diameter and a mean field of 0.5 MV/cm. Find the capacitance per area and the mean fields in both phases. Does the second decimal of $k$ matter in a real film?*

**Answer.** The voltage is $0.5\ \mathrm{MV/cm}\times20\ \mathrm{nm}=1.00$ V. Without fringe fields, the capacitance per area is $\varepsilon_0k/d=0.990\ \mathrm{fF/\mu m^2}$.

If $E_p$ is the mean field in the pores, averaging $D$ gives $kE=k_mE+p(1-k_m)E_p$, so

$$\frac{E_p}{E}=\frac{k_m-k}{p(k_m-1)}=\frac{4-2.2356}{1.5}=1.176 .$$

Since the volume-weighted fields add up to $E$, the ratio in the solid is $(1-0.5\times1.176)/0.5=0.824$. The mean pore field is 0.588 MV/cm.

Local fields can be higher. The tangential field is continuous at a pore's equator, so the homogenized medium beside a large pore carries $3k/(1+2k)$ times the applied field, or 0.613 MV/cm. If dense solid at that place carries the same field, a small pore in it adds a factor $3k_m/(1+2k_m)=12/9$, giving 0.817 MV/cm. This is an estimate for two pore levels and not an upper bound. It is well below a rough breakdown field of 5 MV/cm, but the comparison says nothing about slow wear-out. For direct tunnelling through a 3 eV barrier with half the free-electron mass, the WKB transmission is about $e^{-229}$, which is negligible; conduction through defects is not covered.

The parameters resemble porous silica, whose dense form has $k$ near 4. An organosilicate solid would have a lower permittivity, roughly 3, and would need its own calculation. Several assumptions fail at the level of the second decimal or before it. Each change below is taken separately, from $k=2.24$:

- **Pore sizes.** With a size ratio of 5 between generations, the pores below 2 nm would be 0.4 nm wide, which is atomic size. At most about two generations fit, and the construction of part (f) then gives 2.26 to 2.29.
- **Porosity.** The slope $dk/dp=-3.03$ turns an error of $\pm0.02$ in $p$ into $\mp0.06$ in $k$, about as much as the distance to either neighbouring scheme.
- **Pore shape.** Randomly oriented spheroids with axis ratio 1:2 (oblate) or 2:1 (prolate) give 2.22 and 2.23.
- **Walls.** If all pores are 2 nm wide and none cuts a wall, their centres stay at least 1 nm away from it. With the centres spread evenly beyond that distance and the interior held at $p=0.5$, the mean porosity drops to 0.45. Treating the layers as capacitors in series gives 2.35 if each local $k$ follows the differential law, and 2.40 if it follows the Maxwell Garnett formula, used here as an approximation for pores of one size. That formula lies somewhat high for equal pores: a simple cubic array at $p=0.5$ has about 2.26, against 2.29. Both values are rough, because the porosity near a wall changes over a single pore diameter, where a local $k$ is not well defined. The rise comes from the lost porosity: with the mean porosity held at 0.5 instead, the two estimates are 2.19 and 2.24.
- **Water.** Water filling 1 percent of the film volume, with its bulk value $k=80$, gives 2.28 as one small droplet at the centre of each air pore, 2.33 if it fills 2 percent of the pores completely, and 2.94 as a continuous film on the pore walls. That film would be 0.007 nm thick, less than a molecule, so 2.94 is a formal extreme and not a prediction. The droplet in a 2 nm pore would hold only about three molecules, so the bulk value 80 is doubtful there as well.

The value 2.24 is thus a precise property of the differential model. For a dry film like this one, with its interior porosity known to 0.02, these estimates support a permittivity of about 2.2 to 2.5. The upper end comes from combining wall depletion, the Maxwell Garnett formula and a porosity 0.02 below the nominal value, which gives 2.46. The range is an estimate and not a bound. Moisture can move it further.

## Numbers as computed

```
matrix k 4.0, pore k 1.0, porosity 0.50
cubic coefficient c = 0.94494; cube root of k = 1.30756
separated integral = 0.693147
k symmetric Bruggeman = 2.1712
k differential (DEM)  = 2.2356
k Maxwell Garnett     = 2.2857
numerical Bruggeman = 2.1712
numerical DEM limit = 2.2356
numerical coated sphere = 2.2857
k after 1 pore generations = 2.2857
k after 2 pore generations = 2.2625
k after 4 pore generations = 2.2495
k after 8 pore generations = 2.2427
k after 32 pore generations = 2.2374
k after 64 pore generations = 2.2365
dk/dp at this porosity = -3.029
k change for porosity +0.02 = -0.060
k change for porosity -0.02 = 0.061
k, oblate pores 1:2 = 2.220
k, prolate pores 2:1 = 2.227
water k 80, film volume fraction 0.01
pore k: clusters 1.059, wall film 2.067
film k with water clusters = 2.278
film k with water wall film = 2.939
formal wall film thickness = 0.0067 nm
line spacing 20 nm, largest pore 2.0 nm
next pore size at ratio 5 = 0.40 nm
mean porosity with wall depletion = 0.450
k with wall depletion = 2.351
capacitance per area = 0.990 fF/um^2
applied field = 0.50 MV/cm, voltage = 1.00 V
mean field ratio: pores 1.176, solid 0.824
mean pore field = 0.588 MV/cm
peak field, one pore level = 0.613 MV/cm
peak field, two pore levels = 0.817 MV/cm
rough breakdown field = 5.0 MV/cm
barrier 3.0 eV, mass 0.5 m_e
tunnelling exponent (WKB) = 229
```
